# Choosing the Field Gather in Particle-in-Cell Runs: Linear Weighting Without Self-Force

A particle-in-cell simulation of a low-temperature plasma needs a decision about field interpolation. Particles deposit their charge on a grid, the grid returns an electric field, and the code may offer several ways to gather that field at a particle. If the gather does not suit the deposition, a lone particle at rest is accelerated by its own charge. On a uniform periodic grid with linear deposition, the remedy is to use a centred field at the nodes and gather it with the same linear weights.

Equal weights are not sufficient by themselves. The field solver must also treat the two directions alike, in a sense made precise below. This decides what happens on refined grids and near electrodes.

## The model and the deposition

The grid has \(N\ge 3\) nodes \(x_j=j\Delta x\) and period \(L=N\Delta x\). In one dimension a simulation particle is a charged sheet with charge \(\sigma\) per unit area. SI units are used, and forces are per unit area. A uniform background neutralizes the particles, and the mean electric field is set to zero. An applied uniform field would add its ordinary force, which is not a self-force.

Let the particle be at \(x=x_i+\xi\Delta x\), with \(0\le\xi<1\). Linear weighting assigns

\[
S_i=1-\xi,\qquad S_{i+1}=\xi,\qquad S_j=0\ \text{otherwise}.
\]

These are overlaps of a uniform cloud of width \(\Delta x\) with the intervals of width \(\Delta x\) around the nodes. The cloud ends at \(x_i+(\xi+\tfrac12)\Delta x\), and the boundary between the two intervals is at \(x_i+\tfrac12\Delta x\). The fraction beyond the boundary is therefore \(\xi\).

The particle density is \(\rho_j=\sum_p\sigma_pS_j(x_p)/\Delta x\). Since the weights sum to one, \(\Delta x\sum_j\rho_j=\sum_p\sigma_p\), so total charge is conserved.

### Local conservation

Codes that advance the field from the current need more: charge leaving one node must appear as a current through a face between nodes. Let \(\ell_j\) be the signed path length travelled in cell \([x_j,x_{j+1}]\) during \(\Delta t\), and deposit

\[
J_{j+1/2}=\frac{\sigma\,\ell_j}{\Delta x\,\Delta t}.
\]

For a move from \(\xi\) to \(\xi'\) inside cell \(i\), \(\ell_i=(\xi'-\xi)\Delta x\). The density at node \(i\) changes by \(-\sigma(\xi'-\xi)/\Delta x=-J_{i+1/2}\Delta t/\Delta x\), and that at node \(i+1\) by the opposite amount. Both changes satisfy

\[
\frac{\rho_j^{\rm new}-\rho_j^{\rm old}}{\Delta t}
=-\frac{J_{j+1/2}-J_{j-1/2}}{\Delta x}.
\]

A longer move is split where it crosses nodes. The weights are continuous there, so the intermediate densities cancel when the pieces are added, and the same equation holds for the whole move.

## The field solver

With \(\bar\rho\) the mean particle density, the potential obeys

\[
\frac{\phi_{j+1}-2\phi_j+\phi_{j-1}}{\Delta x^2}
=-\frac{\rho_j-\bar\rho}{\varepsilon_0}.
\]

Define the face field \(E_{j+1/2}=(\phi_j-\phi_{j+1})/\Delta x\). Substitution gives Gauss's law,

\[
E_{j+1/2}-E_{j-1/2}=\frac{\Delta x(\rho_j-\bar\rho)}{\varepsilon_0}.
\]

The node field is the mean of its two face fields, which is the centred difference

\[
E_j=\frac{E_{j-1/2}+E_{j+1/2}}2
=\frac{\phi_{j-1}-\phi_{j+1}}{2\Delta x}.
\]

Alternatively, the face field can be advanced by

\[
E_{j+1/2}^{\rm new}=E_{j+1/2}^{\rm old}
-\frac{\Delta t}{\varepsilon_0}(J_{j+1/2}-\bar J),
\]

where \(\bar J\) is the mean current. Taking the difference between neighbouring faces and using continuity turns Gauss's law for the old density into that for the new one. Two face fields obeying the same Gauss's law differ by a constant, and the zero mean fixes it. Both routes thus give the same field.

## Why the self-force vanishes

The linear gather gives the force

\[
F_p=\sigma_p\sum_jS_j(x_p)E_j .
\]

Collect the node charges \(q_j=\Delta x\rho_j\) in a vector \(q\). Let \(T\) be the cyclic shift \((T\phi)_j=\phi_{j-1}\), whose transpose is \(T^{-1}\). Poisson's equation, multiplied by \(-\Delta x\), and the centred difference contain the matrices

\[
A=\frac{2-T-T^{-1}}{\Delta x},\qquad
D=\frac{T-T^{-1}}{2\Delta x}.
\]

Thus \(A^{\mathsf T}=A\) and \(D^{\mathsf T}=-D\). They commute because both are built from \(T\).

Since \(\phi^{\mathsf T}A\phi=\sum_j(\phi_j-\phi_{j+1})^2/\Delta x\), \(A\) annihilates only constant vectors. Let \(K\) be its inverse on vectors of zero mean, with \(K\) giving zero on constants. Then \(K\) is symmetric. It also commutes with \(D\): a zero-mean vector can be written \(u=Aw\) with \(w\) of zero mean, so \(KDu=KADw=Dw=DKu\). On constants both products vanish. Therefore

\[
E=Gq,\qquad G=\frac{DK}{\varepsilon_0},\qquad
G^{\mathsf T}=-\frac{KD}{\varepsilon_0}=-G .
\]

For one particle \(q=\sigma S\), and its self-force is \(\sigma^2S^{\mathsf T}GS\). A number equals its own transpose, so

\[
S^{\mathsf T}GS=S^{\mathsf T}G^{\mathsf T}S=-S^{\mathsf T}GS=0 .
\]

The argument uses the equality of the two sets of weights, not their linear form. It also covers nearest-node deposition paired with nearest-node gathering.

For particles \(a\) and \(b\), the force on \(a\) from \(b\) is \(\sigma_a\sigma_bS_a^{\mathsf T}GS_b\). Transposition shows that it is opposite to the force on \(b\) from \(a\). The total force is \(q^{\mathsf T}Gq=0\), so these forces do not change the total momentum.

### The cancellation made explicit

Label the particle's cell as \([x_0,x_1]\), and write \(\mathcal E=\sigma/\varepsilon_0\) and \(a=E_{1/2}\). Gauss's law gives jumps \(\mathcal E(S_j-1/N)\), hence

\[
E_{m+3/2}=a+\mathcal E\left(\xi-\frac{m+1}{N}\right),
\qquad m=0,\ldots,N-2 .
\]

The \(N\) face fields must sum to zero. Since \(\sum_{m=0}^{N-2}(m+1)/N=(N-1)/2\),

\[
Na+\mathcal E(N-1)\left(\xi-\tfrac12\right)=0,
\qquad
a=\mathcal E\left(1-\frac1N\right)\left(\frac12-\xi\right).
\]

The face to the left has \(E_{-1/2}=a-\mathcal E(1-\xi-1/N)\). Averaging gives

\[
E_0=a-\frac{\mathcal E}{2}\left(1-\xi-\frac1N\right)
=-\mathcal E\,\xi\left(\frac12-\frac1N\right),
\]
\[
E_1=a+\frac{\mathcal E}{2}\left(\xi-\frac1N\right)
=\mathcal E(1-\xi)\left(\frac12-\frac1N\right).
\]

The two fields push in opposite directions, and \((1-\xi)E_0+\xi E_1=0\) at every \(\xi\).

## An implementation

Here `x` and `v` are arrays of positions and velocities, `sigma` holds the sheet charges, and `qm` is the charge-to-mass ratio. Velocities are stored half a step before positions.

```python
i = np.floor(x / dx).astype(int)
f = x / dx - i
l, r = i % N, (i + 1) % N
q = (np.bincount(l, sigma * (1 - f), N)
     + np.bincount(r, sigma * f, N))
Eface = np.cumsum((q - q.mean()) / eps0)
Eface -= Eface.mean()
Enode = 0.5 * (Eface + np.roll(Eface, 1))
Ep = (1 - f) * Enode[l] + f * Enode[r]
v += dt * qm * Ep
x += dt * v
```

The cumulative sum solves Gauss's law, with `Eface[j]` denoting \(E_{j+1/2}\). The deposited weights are kept for the gather, and particles move only afterwards.

## A particle on a plasma grid

Take an electron density of \(10^{15}\ \mathrm{m^{-3}}\), a temperature of 2 eV, 16 cells of 0.10 mm and 50 electron sheets per cell. The Debye length is 0.33 mm, more than three cells. Each sheet has \(\sigma=-3.204\times10^{-10}\ \mathrm{C/m^2}\), so \(\mathcal E=-36.19\ \mathrm{V/m}\).

Place one sheet at 0.52 mm, with no other particle present. It lies between nodes 5 and 6 with \(\xi=0.2\). The node fields are

\[
E_5=-(-36.19)(0.2)(0.4375)=3.167\ \mathrm{V/m},
\]
\[
E_6=(-36.19)(0.8)(0.4375)=-12.667\ \mathrm{V/m}.
\]

The gather adds \(0.8\times3.167=2.533\) and \(0.2\times(-12.667)=-2.533\ \mathrm{V/m}\), which cancel. Over 200 random positions the largest computed self-field was \(1.8\times10^{-14}\ \mathrm{V/m}\), which is rounding error. Released at rest, the sheet showed no displacement in 200 ns.

Now move the sheet to 0.63 mm in 0.10 ns. It travels 0.08 mm in the first cell and 0.03 mm in the next. The first current is \(\sigma(0.8)/\Delta t=-2.564\ \mathrm{A/m^2}\), and the second is \(-0.961\ \mathrm{A/m^2}\). At node 6, continuity gives

\[
\Delta\rho_6=-\frac{(-0.961+2.564)\times10^{-10}}{10^{-4}}
=-1.60\times10^{-6}\ \mathrm{C/m^3},
\]

in agreement with the difference of the deposited densities.

## What other gathers do

### The face field

Suppose the particle receives the field \(E_{i+1/2}\) of its cell. Its self-field is then \(a\), not zero. The force \(\sigma a\) is proportional to \(\sigma^2(\tfrac12-\xi)\), so it points to the cell centre for either sign of charge.

Let \(y=(\xi-\tfrac12)\Delta x\), and let \(e_s/m\) be the physical charge-to-mass ratio. With \(N_c\) sheets of this species per cell and density \(n\), \(\sigma=e_sn\Delta x/N_c\). Thus

\[
\ddot y=\frac{e_s}{m}a
=-\frac{e_s^2n}{m\varepsilon_0}\frac{1-1/N}{N_c}\,y,
\qquad
\omega_{\rm face}=\omega_p\sqrt{\frac{1-1/N}{N_c}} ,
\]

where \(\omega_p\) is the plasma frequency of the species. In the example the self-field is \(-10.18\ \mathrm{V/m}\), the acceleration is \(1.79\times10^{12}\ \mathrm{m/s^2}\), and the formula gives a period of 25.72 ns. Time integration gives the same value to these digits.

An isolated particle is trapped in this false well if its speed at the centre is below \(\omega_{\rm face}\Delta x/2\). Relative to the thermal speed \(v_t=\omega_p\lambda_D\), with \(\lambda_D\) the Debye length of that species alone, the limit is

\[
\frac{v_{\rm trap}}{v_t}
=\frac{\Delta x}{2\lambda_D}\sqrt{\frac{1-1/N}{N_c}} .
\]

Here this is about 0.02, so an isolated electron of typical thermal speed crosses the well with little change of speed. In a full plasma the fields of the other sheets are added to the self-field, and they can carry even a slow electron out of the well. The ratio therefore measures the strength of the false force, not the fraction of electrons that stay trapped. The ratio grows for a cold species, whose Debye length is short, and falls as \(1/\sqrt{N_c}\).

The face gather has a merit of its own. The field energy per area is \(W=\tfrac12q^{\mathsf T}\phi\), with \(\phi=Kq/\varepsilon_0\). Because \(K\) is symmetric, \(dW=\phi^{\mathsf T}dq\). Moving one particle by \(dx\) shifts charge \(\sigma dx/\Delta x\) from node \(i\) to node \(i+1\), so

\[
-\frac{dW}{dx}=-\sigma\frac{\phi_{i+1}-\phi_i}{\Delta x}
=\sigma E_{i+1/2}.
\]

The face gather therefore conserves kinetic plus field energy in continuous time. With the linear node gather, a lone moving particle keeps its kinetic energy while \(W\) varies with \(\xi\), so their sum is not constant. The choice is between exact momentum balance and this energy balance.

### The nearest node

Linear deposition with a nearest-node gather gives the self-field \(E_0\) for \(\xi<\tfrac12\) and \(E_1\) for \(\xi>\tfrac12\). Both pull the particle to the nearer node. With \(y\) now measured from that node, either expression is \(-\mathcal E(\tfrac12-1/N)y/\Delta x\). The same substitution for \(\sigma\) gives

\[
\omega_{\rm near}=\omega_p\sqrt{\frac{1/2-1/N}{N_c}} .
\]

The example gives a self-field of \(3.17\ \mathrm{V/m}\) and a period of 37.65 ns. This mismatch lacks the energy argument that supports the face gather.

## Where matching weights are not enough

### Refined grids

On a nonuniform periodic grid, let the particle's cell have width \(h\) and its neighbours widths \(h_-\) and \(h_+\). Node \(j\) owns the distance \(V_j\) between adjacent cell centres, so the jump in Gauss's law is \(\mathcal E(S_j-V_j/L)\). For a later cell with centre \(X_m\), measured from node 0,

\[
E_{m+1/2}=a+\mathcal E\left(\xi-\frac{X_m-h/2}{L}\right).
\]

The potential must be periodic, so \(\sum_mh_mE_{m+1/2}=0\). Over the later cells, \(\sum h_mX_m=(L^2-h^2)/2\), and subtracting \((h/2)(L-h)\) leaves \(L(L-h)/2\). Hence \(La+\mathcal E(L-h)(\xi-\tfrac12)=0\), or \(a=\mathcal E(1-h/L)(\tfrac12-\xi)\).

Take the node field to be the potential difference across two cells divided by their total width. When the widths differ, this is not the plain mean of the two face fields, and the self-force found below depends on this choice. With \(w_0=h_-/(h_-+h)\) and \(w_1=h_+/(h+h_+)\),

\[
E_0=a-w_0\mathcal E\left(1-\xi-\frac{V_0}{L}\right),\qquad
E_1=a+w_1\mathcal E\left(\xi-\frac{V_1}{L}\right).
\]

Since \(w_0V_0=h_-/2\) and \(w_1V_1=h_+/2\), the linear gather returns

\[
\begin{aligned}
E_{\rm self}=\mathcal E\Big[&\left(1-\tfrac hL\right)\left(\tfrac12-\xi\right)
-w_0(1-\xi)^2+w_1\xi^2\\
&+\frac{(1-\xi)h_--\xi h_+}{2L}\Big].
\end{aligned}
\]

For equal widths the bracket vanishes. Now let the spacing fall from 0.10 to 0.05 mm at 0.80 mm, and place the same sheet at 0.75 mm. Then \(\xi=\tfrac12\), \(w_0=\tfrac12\), \(w_1=\tfrac13\), and the bracket is \(-0.1250+0.0833+0.0078=-0.0339\). The self-field is \(1.23\ \mathrm{V/m}\), which pushes the electron away from the finer region. It is false, because a uniform periodic background has no preferred position.

Both the size and the sign belong to this node field. With the plain mean of the two face fields, \(w_0=w_1=\tfrac12\), the same steps give

\[
E_{\rm self}=\mathcal E\,\frac{(1-\xi)(h_--h)-\xi(h_+-h)}{4L},
\]

which is \(-0.14\ \mathrm{V/m}\) for the same sheet and falls as \(1/L\). This remainder arises because the node is not midway between the cell centres, while the background field has slope \(-\mathcal E/L\). Adding \(\mathcal E(h_j-h_{j-1})/(4L)\) to the field at node \(j\), with \(h_j\) the width of the cell to its right, cancels it. In this one-dimensional model the false force is therefore a property of the node-field formula, not of refinement as such.

### Electrodes

Between grounded plates a self-force can be physical. Put one sheet at \(x\) in an otherwise empty gap of width \(L\). The fields on its two sides satisfy \(E_R-E_L=\mathcal E\) and \(xE_L+(L-x)E_R=0\). Hence \(E_L=-\mathcal E(1-x/L)\) and \(E_R=\mathcal Ex/L\). Their mean, \(\mathcal E(x/L-\tfrac12)\), attracts the sheet to the nearer plate through the charge induced there. A solver should not remove this force.

On a uniform grid the matched linear gather gives this value in every cell that does not touch a plate. In the cell next to the left plate, \(E_{1/2}=-\mathcal E\xi(1-\Delta x/L)\) and \(E_1=E_{1/2}+\tfrac12\mathcal E\xi\), and the result depends on the field given to the wall node. The choice \(E_0=E_{1/2}-\tfrac12\mathcal E(1-\xi)\) returns \(\mathcal E(x/L-\tfrac12)\). The one-sided choice \(E_0=E_{1/2}\) is in error by \(\tfrac12\mathcal E(1-\xi)^2\). For the example sheet at \(\xi=0.1\) in a 1.6 mm gap, it gives \(3.2\) instead of \(17.9\ \mathrm{V/m}\).

## No self-force does not mean exact pair forces

In the continuum, a sheet produces the field \(\mathcal E(\tfrac12-d/L)\) at distance \(d\) to its right, with \(0<d<L\). Inserting \(a\) into the uniform-grid face fields gives

\[
E_{m+3/2}=\mathcal E\left[\frac12-\frac{m+3/2-\xi}{N}\right],
\]

which is this field at the face centres. Averaging gives the continuum value at nodes \(2,\ldots,N-1\), and linear interpolation preserves a linear function. The pair force is therefore exact if at least one whole cell lies between the two particles' cells on both sides of the ring.

For a second particle in the same cell, at fraction \(\eta\), the gathered field is

\[
(1-\eta)E_0+\eta E_1
=\mathcal E\left(\frac12-\frac1N\right)(\eta-\xi).
\]

The sudden sign change of the continuum field has become a linear ramp. At 0.58 mm, \(\eta=0.8\), and the grid gives \(-9.50\ \mathrm{V/m}\) against \(-16.74\ \mathrm{V/m}\) for ideal sheets.

The ramp also shows why timing matters. If a particle deposits at \(\xi\), moves to \(\eta\), and then gathers the old field, it feels its own earlier charge. Substeps with a frozen field can therefore restore a self-force even when the weights match.

## Choosing the setting

- On a uniform periodic grid, choose the centred node field and the deposition weights when momentum balance matters and the grid resolves the Debye length. If the Debye length is well below a cell, this gather can heat a cold species numerically, even though the self-force is zero.
- Choose the face gather when its energy balance matters more. Then check \(v_{\rm trap}/v_t\) for each species, and raise its \(N_c\) where the ratio is not small. This gather does not conserve momentum. A cold species drifting slowly across a grid that does not resolve its Debye length can lose its drift to heat while the total energy stays nearly constant.
- At a change of spacing, the self-force depends on how the node field is formed. Measure it, and if the solver leaves one, keep such changes away from regions where slow particles must be followed accurately.
- To examine an unfamiliar solver, put one particle at rest in a periodic box and scan \(\xi\) in every cell. On a refined grid, the self-force can vanish throughout the cells away from a change of spacing. Within a cell, one position is not enough: the face gather gives zero at a cell centre, and on a uniform grid the nearest-node gather gives zero at a node.

The numerical output below lists the values for these cases.

## Table of computed values

```
electron density = 1.0e+15 m^-3
electron temperature = 2.0 eV
Debye length = 0.3325 mm
plasma frequency = 1.7840e+09 rad/s
cells N = 16, spacing = 0.10 mm, L = 1.60 mm
particles per cell = 50
sheet charge sigma = -3.2044e-10 C/m^2
sigma/eps0 = -36.1903 V/m
particle position = 0.52 mm, left node = 5
weights: left = 0.800, right = 0.200
particle charge density, node 5 = -2.5635e-06 C/m^3
particle charge density, node 6 = -6.4087e-07 C/m^3
background density = 2.0027e-07 C/m^3
face field between nodes 4 and 5 = 16.5118 V/m
face field between nodes 5 and 6 = -10.1785 V/m
face field between nodes 6 and 7 = -15.1547 V/m
node field 5 = 3.1666 V/m
node field 6 = -12.6666 V/m
left gather term = 2.5333 V/m
right gather term = -2.5333 V/m
largest linear self-field, 200 positions = 1.8e-14 V/m
symbolic self-force for N=5 = 0
face-gather self-field = -10.1785 V/m
face-gather acceleration = 1.7902e+12 m/s^2
nearest-gather self-field = 3.1666 V/m
nearest-gather acceleration = -5.5696e+11 m/s^2
time step = 0.10 ns, run length = 200 ns
largest displacement, linear gather = 0.0e+00 m
face-gather period, run = 25.720 ns
face-gather period, formula = 25.721 ns
nearest-gather period, run = 37.651 ns
nearest-gather period, formula = 37.652 ns
move: 0.52 mm to 0.63 mm in one time step
density change at node 5 = 2.5635e-06 C/m^3
density change at node 6 = -1.6022e-06 C/m^3
density change at node 7 = -9.6131e-07 C/m^3
current between nodes 5 and 6 = -2.5635 A/m^2
current between nodes 6 and 7 = -0.9613 A/m^2
relative continuity error, 60 particles = 9.3e-16
relative total force, 60 particles = 2.8e-17
relative asymmetry defect, uniform grid = 2.3e-15
relative asymmetry defect, refined grid = 0.644
refined grid: spacing 0.10 mm below 0.80 mm, 0.05 mm above
self-field at 0.75 mm, refined = 1.2252 V/m
close pair: second particle at 0.58 mm
close pair field, grid = -9.4999 V/m
close pair field, exact sheet = -16.7380 V/m
```
